# Photoactive Compound Remaining in a Resist after a Known Local Dose

## Problem

A positive photoresist contains a photoactive compound that light converts into another substance. At one point inside the film, let $M(t)$ be the unconverted fraction of the compound, with $M(0)=1$. Let $I(t)$ be the light intensity at that same point, inside the resist. The local dose received up to time $t$ is

$$D(t)=\int_0^t I(t')\,dt' .$$

In the Dill model of exposure, each short interval $dt$ converts a fraction $C\,I\,dt$ of the compound still present. The constant $C$ belongs to the resist and the wavelength. Compound is neither supplied nor lost in any other way, and it does not move during exposure.

Given $C=0.05\ \mathrm{cm^2/mJ}$ and a final local dose $D=40\ \mathrm{mJ/cm^2}$, what percentage of the compound remains at this point? Does the answer depend on how the intensity varied during the exposure? How far does it hold for a whole film?

## First estimate by scaling

The product $C\,I\,dt$ is a pure number, so $C$ has the dimension of an inverse dose. The model therefore contains one characteristic dose,

$$\frac1C=\frac{1}{0.05\ \mathrm{cm^2/mJ}}=20\ \mathrm{mJ/cm^2},$$

and the answer can depend on the dose through the ratio of $D$ to $1/C$:

$$CD=0.05\times 40=2 .$$

The dose is twice the characteristic one, so most of the compound should be gone. If the initial conversion per unit dose persisted throughout, the remaining fraction would be $1-CD=-1$, which is impossible. The conversion per unit dose must fall as the compound is used up.

A usable estimate follows from cutting the dose into slices. Since $dD=I\,dt$, the conversion law reads $dM=-C\,M\,dD$. Take a slice of dose $\Delta D$ and write $x=C\,\Delta D$. Within the slice $M$ falls from $M_\text{start}$ to $M_\text{end}$, so the amount converted lies between $x\,M_\text{end}$ and $x\,M_\text{start}$:

$$x\,M_\text{end}\le M_\text{start}-M_\text{end}\le x\,M_\text{start}.$$

The left inequality gives $M_\text{end}\le M_\text{start}/(1+x)$, and the right one gives $M_\text{end}\ge(1-x)\,M_\text{start}$. With four equal slices, $x=2/4=1/2$, and applying both bounds four times gives

$$\left(\tfrac12\right)^4\le M\le\left(\tfrac23\right)^4,\qquad\text{that is}\qquad 0.06\le M\le 0.20 .$$

The bounds are built from factors, so their geometric mean is a natural central value:

$$M_\text{est}=\sqrt{\left(\tfrac12\right)^4\left(\tfrac23\right)^4}=\left(\tfrac12\cdot\tfrac23\right)^2=\tfrac19\approx0.11 .$$

Roughly one tenth of the compound should remain.

## Exact solution of the model

Dividing the change in $M$ by $dt$ gives the rate law

$$\frac{dM}{dt}=-C\,I(t)\,M .$$

Consider the product $M\,e^{C D(t)}$. By the product rule, and because $dD/dt=I$,

$$\frac{d}{dt}\left[M e^{CD}\right]=\frac{dM}{dt}e^{CD}+M\,C\,I\,e^{CD}=\left(-CIM+CIM\right)e^{CD}=0 .$$

The product is constant. At $t=0$ it equals $1\cdot e^0=1$, hence

$$\boxed{M=e^{-CD}}$$

For the given numbers $M=e^{-2}$. Its value can be fixed by hand from the exponential series:

$$e^{-2}=1-2+2-\tfrac43+\tfrac23-\tfrac4{15}+\tfrac4{45}-\tfrac8{315}+\tfrac2{315}-\tfrac4{2835}+\tfrac4{14175}-\dots$$

Each term follows from the previous one, of power $k$, by the factor $-2/(k+1)$. From $k=2$ onward this factor is smaller than one in size, so the terms alternate in sign and shrink. The sum of such a series lies between any two successive partial sums in that range. Stopping at the ninth power gives 0.135097 and stopping at the tenth gives 0.135379, so

$$0.135097<e^{-2}<0.135379 .$$

Both limits round to 13.5 percent. **About 13.5 percent of the photoactive compound remains**, and about 86.5 percent has been converted.

The history of the intensity enters through its time integral alone. This was tested by integrating the rate law numerically for three exposures of 0.2 s, each delivering $40\ \mathrm{mJ/cm^2}$: a constant $200\ \mathrm{mW/cm^2}$, a linear ramp from zero, and a train of bursts. All three gave $M=0.135335$.

The property comes from the rate being proportional to the first power of $I$. Suppose instead that the rate were $(C/I_0)\,I^2M$, with $I_0=200\ \mathrm{mW/cm^2}$. A constant pulse at $I_0$ would again leave $e^{-2}$. For the ramp $I=2I_0t/T$ of duration $T$, the exponent would be

$$\frac{C}{I_0}\int_0^T\frac{4I_0^2t^2}{T^2}\,dt=\frac43\,C I_0T=\frac83 ,$$

which leaves $e^{-8/3}=0.069$ at the same dose.

## Comparison of estimate and solution

The estimate $1/9=0.111$ is 18 percent below the solution $0.135$, relative to the latter. The cause can be traced. For $n$ slices with $x=CD/n$, the geometric mean of the bounds is $[(1-x)/(1+x)]^{n/2}$. Using $\ln(1\pm x)=\pm x-x^2/2\pm x^3/3-\dots$, the even powers cancel in the difference:

$$\ln M_\text{est}=\frac n2\left[\ln(1-x)-\ln(1+x)\right]=-n\left(x+\frac{x^3}{3}+\frac{x^5}{5}+\dots\right).$$

The first term is $-nx=-CD$, the exponent of the solution. The next is $-nx^3/3=-(CD)^3/(3n^2)$, which for $CD=2$ and $n=4$ equals $-1/6$ and accounts for most of the deficit. It vanishes as $n$ grows, so finer slicing leads to $e^{-CD}$.

The solution also sharpens the meaning of the characteristic dose. A dose $1/C=20\ \mathrm{mJ/cm^2}$ leaves the fraction $1/e$, and the given dose applies this factor twice. Half the compound is gone when $e^{-CD}=1/2$, at $D=\ln2/C=13.9\ \mathrm{mJ/cm^2}$. For $CD\ll1$ the solution reduces to $1-CD$, the straight line that failed above.

Finally, it gives the sensitivity. At fixed $C$, differentiation yields

$$dM=-C\,M\,dD=-(CD\,M)\,\frac{dD}{D}=-0.27\,\frac{dD}{D}.$$

A dose 5 percent too high should lower $M$ by about $0.0135$. The full formula gives $0.1225$ at that dose and $0.1496$ at a dose 5 percent too low. The relative error in $M$ is thus about twice that in the dose, the factor being $CD$. An error in $C$ at fixed dose acts in the same way, because $C$ and $D$ enter as a product.

## What the exponent counts

Light of wavelength 365 nm has photon energy $h\nu=3.40\ \mathrm{eV}$. If a molecule presents an effective area $s$ for conversion, it is hit at the rate $s\,I/(h\nu)$. Comparison with the rate law gives $C=s/(h\nu)$, so

$$s=C\,h\nu=2.72\times10^{-17}\ \mathrm{cm^2}.$$

The dose corresponds to $D/(h\nu)=7.35\times10^{16}$ photons per $\mathrm{cm^2}$. The product of the two is 2.00: $CD$ is the mean number of effective hits per molecule. For photons arriving independently the number of hits follows a Poisson distribution, and $e^{-2}$ is the probability of no hit. Although the mean is two, some molecules are missed while others are hit repeatedly, and a hit on a converted molecule has no further effect.

In a small volume the remaining fraction therefore fluctuates. Each of $N$ molecules survives with probability $M$, which gives a variance $M(1-M)$ per molecule and a standard deviation of the mean

$$\sqrt{\frac{M(1-M)}{N}} .$$

At a compound density of $2\times10^{20}\ \mathrm{cm^{-3}}$, a cube of edge 10 nm holds 200 molecules, and the formula gives 0.024. A simulation of random hits in 4000 such cubes gave a mean of 0.135 and a scatter of 0.024. On this scale the result is $13.5\pm2.4$ percent.

## From one point to a film

The result refers to the dose at the point considered. A film does not receive a single dose. Three of the effects that separate the local dose from a nominal $40\ \mathrm{mJ/cm^2}$ are treated below, each with the others switched off.

**Absorption.** Let $40\ \mathrm{mJ/cm^2}$ be the dose $D_0$ just below the surface, and let the light travel down without reflection. In the Dill model

$$\frac{\partial I}{\partial z}=-(A M+B)\,I ,$$

where $A$ is the absorption that disappears on conversion and $B$ the part that stays. Integrate over the exposure time. On the left this gives $dD/dz$. On the right, the rate law supplies $\int MI\,dt=-\frac1C\int\frac{dM}{dt}\,dt=(1-M)/C$, so

$$\frac{dD}{dz}=-\frac AC\left(1-e^{-CD}\right)-B\,D .$$

For $B=0$ set $u=e^{CD}=1/M$. Then

$$\frac{du}{dz}=C\,u\,\frac{dD}{dz}=-A\,u\left(1-\frac1u\right)=-A(u-1),$$

so $u-1$ decays as $e^{-Az}$, and

$$M(z)=\frac{1}{1+\left(e^{CD_0}-1\right)e^{-Az}} .$$

With $A=0.8\ \mathrm{\mu m^{-1}}$ and a depth of $1\ \mathrm{\mu m}$, this is $1/(1+6.389\times0.4493)=0.258$. Including $B=0.05\ \mathrm{\mu m^{-1}}$, numerical solution gives a bottom dose of $25.6\ \mathrm{mJ/cm^2}$, $M=0.278$ there, and a depth average of 0.20. At the bottom $e^{-0.05\times25.6}$ is again 0.278: the local law holds, with a smaller local dose. Without bleaching the bottom dose would be $40\,e^{-0.85}=17\ \mathrm{mJ/cm^2}$; the film becomes more transparent as it is exposed.

**Surface reflection.** If $40\ \mathrm{mJ/cm^2}$ is instead the dose arriving from air at normal incidence on a resist of refractive index $n=1.7$, the reflected part is

$$R=\left(\frac{n-1}{n+1}\right)^2=\left(\frac{0.7}{2.7}\right)^2=6.7\ \text{percent}.$$

The exponent becomes $2(1-0.067)=1.87$, and $M=0.155$ just below the surface. This holds if no light returns from the substrate. Returning light interferes with the incoming light and can change both the reflected part and the dose at the surface considerably.

**Standing waves.** Take a single monochromatic plane wave at normal incidence in a film without absorption. Light arriving over a cone of angles, as in a projection tool, blurs the pattern found below at larger distances from the substrate and lowers its contrast there. A substrate that reflects the field amplitude with ratio $r$ produces an intensity proportional to

$$\left|e^{ikz}+r e^{-ikz}\right|^2=1+r^2+2r\cos 2kz,\qquad k=\frac{2\pi n}{\lambda}.$$

A phase in the reflection merely shifts this pattern. Its period is $\pi/k=\lambda/(2n)=107\ \mathrm{nm}$. Let $D=40\ \mathrm{mJ/cm^2}$ now be the mean dose over a period. Dividing the pattern by its mean, $1+r^2$, gives the local dose

$$D(1+V\cos\varphi),\qquad V=\frac{2r}{1+r^2},\qquad \varphi=2kz ,$$

and the average remaining fraction

$$\langle M\rangle=e^{-CD}\,\frac1{2\pi}\int_0^{2\pi}e^{-CDV\cos\varphi}\,d\varphi=e^{-CD}\,I_0(CDV),$$

where $I_0(\cdot)$ here denotes the modified Bessel function of order zero.

- For $r=0.6$, $V=0.88$. The fraction $M$ runs from 0.023 in the bright planes to 0.79 in the dark ones, with average 0.26.
- For $r=0.1$, $V=0.20$. The range is 0.091 to 0.20, with average 0.141.

The average exceeds $e^{-2}$ because the exponential is convex: measured from the value $e^{-2}$ at the mean dose, $M$ rises more in the underexposed planes than it falls in the overexposed ones. If a later bake spreads the compound by diffusion without destroying it, $M$ tends toward $\langle M\rangle$ and not toward 0.135.

## Setting beside real resists

The wavelength, film thickness, absorption constants and index are round values of the size usual for positive resists exposed at the i-line, 365 nm. The constant $C$ must be measured for the resist in use, and a less sensitive resist needs more dose: at $0.02\ \mathrm{cm^2/mJ}$, reaching $CD=2$ would take $100\ \mathrm{mJ/cm^2}$. The given value can be compared with the limit of one converted molecule per absorbed photon. If the converted compound is transparent, the absorption area per molecule is $A$ divided by the density, $8000\ \mathrm{cm^{-1}}/(2\times10^{20}\ \mathrm{cm^{-3}})=4\times10^{-17}\ \mathrm{cm^2}$. The fraction of absorbed photons that convert a molecule is then $2.72/4=0.68$, below one as required. This depends on the assumed density: at $3\times10^{20}\ \mathrm{cm^{-3}}$ and the same $A$, the fraction would be 1.02, and the given $C$ would be too large.

Heating matters little here. For a film conductivity of $2\times10^{-3}\ \mathrm{W/(cm\,K)}$, the rise across the film at a constant $200\ \mathrm{mW/cm^2}$ is at most 0.01 K, reached if all the light turns to heat at the top of the film. A wafer with heat capacity $0.112\ \mathrm{J/(cm^2\,K)}$ that keeps the whole dose warms by 0.36 K. With an assumed activation energy of 0.1 eV, $C$ would have changed by 0.5 percent at the end of the exposure. Since the wafer warms steadily from its starting temperature, the mean change of $C$ is about half of that, and $M$ changes by about 0.5 percent of its value.

For the values used here, the largest of the effects sized comes from the dose not being uniform. Over a strongly reflecting substrate, 13.5 percent describes the planes that receive the mean dose, while the average over a period is about twice as much. This factor holds for the lossless, normal-incidence pattern with $r=0.6$ at a mean dose of $40\ \mathrm{mJ/cm^2}$ inside the film. At the same mean dose, absorption and a spread of incidence angles lower it somewhat. For a given dose arriving from air, the mean dose in the film itself varies with film thickness through interference. The numerical output gives the values for each case.

## Table of computed values

```
Dill constant C: 0.05 cm^2/mJ
Local dose D: 40 mJ/cm^2
Intensity: 200 mW/cm^2
Exposure time: 0.2 s
Product C*D: 2
Remaining fraction exp(-C*D): 0.135335
Remaining compound: 13.53 percent
Converted compound: 86.47 percent
Integrated rate law, constant pulse: 0.135335
Integrated rate law, ramp pulse: 0.135335
Integrated rate law, bursts pulse: 0.135335
Squared-intensity rate, constant pulse: 0.1353
Squared-intensity rate, ramp pulse: 0.06948
Series for exp(-2) through power 9: 0.135097
Series for exp(-2) through power 10: 0.135379
Dose that leaves 1/e: 20 mJ/cm^2
Dose that leaves half: 13.86 mJ/cm^2
Linear estimate 1-C*D: -1
M at dose 5 percent low: 0.1496
M at dose 5 percent high: 0.1225
Slope -C*D*M per relative dose: -0.2707
Wavelength: 365 nm
Photon energy: 3.397 eV
Photon fluence: 7.35e+16 1/cm^2
Conversion cross-section: 2.721e-17 cm^2
Compound density: 2e+20 1/cm^3
Implied quantum yield: 0.6803
Molecules in a 10 nm cube: 200
Simulated mean fraction left: 0.1352
Simulated scatter of that fraction: 0.02427
Scatter from formula: 0.02419
Film thickness: 1 um
Bleachable absorption A: 0.8 1/um
Fixed absorption B: 0.05 1/um
Local dose at film bottom: 25.59 mJ/cm^2
M at film bottom: 0.2782
M averaged over depth: 0.2008
M at bottom for B=0, closed form: 0.2583
Refractive index of resist: 1.7
Surface reflectance: 6.722 percent
M at top if 40 mJ/cm^2 is the tool dose: 0.1548
Standing-wave period: 107.4 nm
r=0.6: dose contrast V: 0.8824
r=0.6: M at bright plane: 0.02317
r=0.6: M at dark plane: 0.7903
r=0.6: M averaged over a period: 0.2631
r=0.1: dose contrast V: 0.198
r=0.1: M at bright plane: 0.09108
r=0.1: M at dark plane: 0.2011
r=0.1: M averaged over a period: 0.1407
Temperature rise across film: 0.01 K
Temperature rise of wafer: 0.36 K
Change of C for a 0.1 eV barrier: 0.49 percent
```
